\section*{Why a stronger interfacial bond stops improving heat transfer}

\section{Two doublings of the same bond}

A model titanium film sits on a stiffer, oxide-like chip substrate at 300 K. When the bonds joining them are stiffened from 2 to 4 N/m, the thermal conductance of the interface rises by a factor of 3.35. When they are stiffened from 21.9 to 43.8 N/m, it falls by 12\%. The second doubling starts at a stiffness between those of the neighbouring bonds, 14 N/m in the film and 50 N/m in the substrate.

Three things limit the heat flow: the compliance of the bond, partial reflection between unlike crystals, and waves in one crystal that have no partner in the other. They can be separated without approximation in a simple lattice model. The compliance of the bond accounts for the rise and the levelling off; the two bulk crystals set the height reached and the stiffness at which the levelling off occurs.

\section{The model and its waves}

Both crystals are simple cubic with lattice constant $a$, and their lattices match at a smooth interface. Crystal $j$ has atomic mass $m_j$ and nearest-neighbour springs $k_j$, equal in all directions. The three displacement components are independent and equivalent, so one is treated and the result is multiplied by three. Each film surface atom is tied to the substrate atom facing it by a spring $K$. All forces are harmonic, so scattering conserves frequency.

Let the phase of a wave advance by $\phi_x,\phi_y$ per atom along the interface and by $\theta_j$ per layer across it. The four in-plane neighbours exert the restoring force $k_j(4-2\cos\phi_x-2\cos\phi_y)u=2k_js\,u$, with
\begin{equation}
s=2-\cos\phi_x-\cos\phi_y ,\qquad 0\le s\le 4 .
\end{equation}
With time dependence $e^{-i\omega t}$ the bulk equation of motion gives
\begin{equation}
m_j\omega^2=2k_j(1-\cos\theta_j)+2k_js .
\label{eq:disp}
\end{equation}
Differentiating at fixed $s$ gives $d\omega/d\theta_j=k_j\sin\theta_j/(m_j\omega)$. For $0<\theta_j<\pi$ the wave $e^{i\theta_jn}$ therefore travels towards larger layer number $n$. A smooth interface conserves $\phi_x$ and $\phi_y$, so each pair $(\omega,s)$ poses a separate one-dimensional problem.

\section{Preparation: how a crystal's end yields}

Cut the bonds and push the end layer, $n=0$, of a crystal occupying $n\le0$ with a force $F$ per atom. The end atom has one normal spring:
\begin{equation}
F=(k+2ks-m\omega^2)u_0-ku_{-1}.
\end{equation}
The push sends a wave away from the end, $u_n=u_0e^{-i\theta n}$, so $u_{-1}=u_0e^{i\theta}$. Equation~(\ref{eq:disp}) gives $m\omega^2-2ks=k(2-e^{i\theta}-e^{-i\theta})$. Hence
\begin{align}
F&=k\left[1-(2-e^{i\theta}-e^{-i\theta})-e^{i\theta}\right]u_0\nonumber\\
 &=k(e^{-i\theta}-1)u_0 .
\end{align}
The compliance is $C=u_0/F$. Since $e^{-i\theta}-1=-2i\sin(\theta/2)\,e^{-i\theta/2}$,
\begin{align}
C_j&=\frac{i\,e^{i\theta_j/2}}{2k_j\sin(\theta_j/2)}
=-\frac{1}{2k_j}+iA_j,\\
A_j&=\frac{\cot(\theta_j/2)}{2k_j}.
\label{eq:A}
\end{align}
By mirror symmetry the same expression holds for the crystal on the other side.

The imaginary part $A_j$ describes energy carried away by the outgoing wave. The real part is the same for every travelling wave, whatever its frequency and angle. Its meaning appears when two identical crystals are joined by their own spring $k$: the bond adds $1/k$, the two ends add $-1/(2k)$ each, and the real parts cancel. Each cut end is short of half a bond, and a joining bond equal to the bulk bond supplies both halves.

\section{First contribution: the bond}

A wave of unit amplitude arrives from crystal 1. With the bond cut, it is fully reflected with amplitude $r_0$. Comparing the end equation with the bulk equation shows that a free end requires a fictitious next layer to satisfy $u_1=u_0$:
\begin{equation}
e^{i\theta_1}+r_0e^{-i\theta_1}=1+r_0
\quad\Longrightarrow\quad r_0=e^{i\theta_1}.
\end{equation}
The free end then moves with amplitude $U=1+e^{i\theta_1}$, and $|U|^2=4\cos^2(\theta_1/2)$.

Now connect the bond. Let it exert force $f$ on the substrate atom and $-f$ on the film atom. By linearity,
\begin{equation}
u_L=U-C_1f,\qquad u_R=C_2f,\qquad f=K(u_L-u_R).
\end{equation}
Dividing the last relation by $K$ and inserting the first two gives $f/K=U-(C_1+C_2)f$, so
\begin{equation}
f=\frac{U}{C_1+C_2+1/K}.
\end{equation}
The three compliances add because the same force passes through all of them.

The mean power entering crystal 2 is
\begin{equation}
P_2=\tfrac12\mathrm{Re}\left[f^*(-i\omega C_2f)\right]=\tfrac12\omega A_2|f|^2 .
\end{equation}
The incident power is the force of layer $n$ on layer $n+1$ times the latter's velocity:
\begin{align}
P_0&=\tfrac12\mathrm{Re}\left[k_1(u_n-u_{n+1})^*(-i\omega u_{n+1})\right]\nonumber\\
&=\tfrac12k_1\omega\,\mathrm{Re}\left[-i(e^{i\theta_1}-1)\right]
=\tfrac12k_1\omega\sin\theta_1 .
\end{align}
In the ratio $P_2/P_0$ the factor $4\cos^2(\theta_1/2)/(k_1\sin\theta_1)$ equals $2\cot(\theta_1/2)/k_1=4A_1$. The transmission is therefore
\begin{equation}
\tau=\frac{4A_1A_2}{(A_1+A_2)^2+\Delta^2},
\label{eq:tau}
\end{equation}
where
\begin{equation}
\Delta=\frac1K-\frac1{K^*},\qquad
K^*=\frac{2k_1k_2}{k_1+k_2}.
\end{equation}

The bond enters through $\Delta$ alone, its compliance in excess of the two missing half-bonds. Every open channel has its maximum at $\Delta=0$, where $K$ is the harmonic mean of the neighbouring springs. Here
\begin{equation}
K^*=\frac{2\times14\times50}{14+50}=21.9\ \mathrm{N/m}.
\end{equation}
Stiffening the bond further makes $\Delta$ negative, and transmission falls again. A rigid bond has $\Delta=-1/K^*$, while $K=K^*/2$ has $\Delta=+1/K^*$. Only $\Delta^2$ matters, so these two bonds transmit equally in every channel. The levelling off is thus a maximum followed by a lower plateau.

As a check that does not use the steady-wave solution, a wave packet centred at $\theta_1=1$ rad and $s=0$ was followed in time through a bond of 5 N/m. A fraction 0.3108 of its energy crossed; equation~(\ref{eq:tau}) gives 0.3109.

\section{One wave in numbers}

Take normal incidence, $s=0$, at 2 THz. The film has mass 48 u and the substrate 40 u. Equation~(\ref{eq:disp}) gives $\theta_1=0.988$ and $\theta_2=0.462$ rad, so
\begin{align}
A_1&=\frac{\cot(0.494)}{2\times14}=0.0663\ \mathrm{m/N},\\
A_2&=\frac{\cot(0.231)}{2\times50}=0.0425\ \mathrm{m/N}.
\end{align}
Then $4A_1A_2=0.01128$ and $(A_1+A_2)^2=0.01185$, in $\mathrm{m^2/N^2}$. For the three bonds,
\begin{align}
K=2\ \mathrm{N/m}:\quad&\tau=\frac{0.01128}{0.01185+0.454^2}=0.052,\\
K=K^*:\quad&\tau=\frac{0.01128}{0.01185}=0.95,\\
K\to\infty:\quad&\tau=\frac{0.01128}{0.01185+0.0457^2}=0.81 .
\end{align}
For the weak bond the excess compliance is about four times $A_1+A_2$ and controls the result. At $K^*$ it has gone, and the remaining 5\% reflection comes from the unequal $A_j$.

\section{Second contribution: partial reflection by the bulk}

At $\Delta=0$ the transmission is $4A_1A_2/(A_1+A_2)^2$, which depends only on the ratio $A_1/A_2$. For long waves at normal incidence, $\cot(\theta_j/2)\approx2/\theta_j$ and $\theta_j\approx\omega\sqrt{m_j/k_j}$, so
\begin{equation}
A_j\approx\frac{1}{\omega Z_j},\qquad Z_j=\sqrt{k_jm_j}.
\end{equation}
This gives the acoustic result $4Z_1Z_2/(Z_1+Z_2)^2$. With $Z_2/Z_1=1.725$ it equals 0.93. At 2 THz the value was slightly higher, 0.95, because lattice dispersion has brought $A_1/A_2$ down to 1.56.

\section{Third contribution: waves without a partner}

Equation~(\ref{eq:disp}) allows a travelling wave in crystal $j$ only if
\begin{equation}
2s<\frac{m_j\omega^2}{k_j}<2s+4 .
\end{equation}
For a channel to be open, the lower band edge of the substrate must lie below the upper edge of the film:
\begin{equation}
\frac{2k_2}{m_2}s<\frac{k_1}{m_1}(2s+4).
\end{equation}
With $k_1/m_1=0.292$ and $k_2/m_2=1.25$ in N/m per u, this reads $2.5s<0.583s+1.167$, or $s<0.61$. The film has waves up to $s=4$. All those beyond 0.61 are totally reflected, whatever the bond.

For long waves this is ordinary total reflection. The critical angle satisfies $\sin\alpha_c=c_1/c_2=3.45/7.13=0.48$, with sound speeds in km/s. The incident flux is proportional to $\int\cos\alpha\sin\alpha\,d\alpha$, so a share $\sin^2\alpha_c=0.23$ lies inside the open cone. At 300 K short waves carry much of the flux, and the open share is 0.073.

\section{Adding the channels}

For fixed in-plane phases, waves in an interval $d\theta$ bring the energy current $\hbar\omega n(\omega)(d\omega/d\theta)\,d\theta/2\pi=\hbar\omega n\,d\omega/2\pi$, where $n$ is the Bose occupation. Equation~(\ref{eq:tau}) is symmetric in the two crystals, so the net current is proportional to the difference of their occupations. For a small temperature difference, three polarizations and one atom per area $a^2$,
\begin{equation}
h=\frac{3}{a^2}\int\frac{d^2\phi}{(2\pi)^2}\int\frac{d\omega}{2\pi}\,
\hbar\omega\frac{\partial n}{\partial T}\,\tau(\omega,s),
\label{eq:h}
\end{equation}
taken over open channels. The temperatures are those of the incoming waves.

The weights in equation~(\ref{eq:h}) are positive and independent of $K$. The maximum at $K^*$ and the equality of the rigid limit with $K^*/2$ therefore hold for $h$ at every temperature in this model. With $a=0.26$ nm at 300 K:
\begin{center}
\begin{tabular}{rr}
$K$ (N/m) & $h$ (MW/(m$^2$ K))\\
1 & 0.93\\
2 & 3.4\\
4 & 11\\
10.9 & 47\\
21.9 & 69\\
43.8 & 61\\
200 & 50\\
rigid & 47
\end{tabular}
\end{center}
Half the maximum is reached at 8.4 N/m and 90\% at 15 N/m. From $K^*/2$ upwards, $|\Delta|\le1/K^*$, so $h$ stays between 47 and 69 MW/(m$^2$ K) however stiff the bond becomes.

\section{The weak-bond limit}

When $1/K$ is much larger than $A_1+A_2$ and $1/K^*$, equation~(\ref{eq:tau}) becomes $\tau\approx4A_1A_2K^2$. At low frequency $A_1A_2\propto1/\omega^2$, but the number of in-plane phases available grows as $\omega^2$. For the unlike crystals used here the integral stays finite and $h\propto K^2$. For identical crystals $A_1$ and $A_2$ diverge together at grazing incidence, which adds a logarithm: $h\propto K^2\ln(k/K)$. For the film on its substrate the calculated power between 0.01 and 0.02 N/m is 1.996. Between 2 and 4 N/m it is $\log_2 3.35=1.74$: the levelling off has already begun.

A single chain behaves differently, since it lacks the factor $\omega^2$. In the classical limit its conductance is $G=(k_B/2\pi)\int\tau\,d\omega$. For small $K$ the long-wave form of $A_j$ suffices:
\begin{align}
G&\approx\frac{k_B}{2\pi}\int_0^\infty
\frac{4/(Z_1Z_2)}{(1/Z_1+1/Z_2)^2+\omega^2/K^2}\,d\omega\nonumber\\
&=\frac{k_B}{2\pi}\,\frac{4}{Z_1Z_2}\,
\frac{\pi K}{2(1/Z_1+1/Z_2)}
=\frac{k_BK}{Z_1+Z_2}.
\end{align}
The rise is linear because a weak bond passes only frequencies up to about $K(1/Z_1+1/Z_2)$, and in a chain equal frequency intervals count equally.

\section{Where the levelling off begins}

A channel falls to half its own maximum when $|\Delta|=A_1+A_2$. Waves well inside the bands have $\cot(\theta_j/2)$ of order one. If both cotangents equal one, $A_1+A_2=1/K^*$ and the half-maximum lies at $K^*/2$. The neighbouring bonds thus give the rough size of the crossover at high temperature. The 8.4 N/m found above is of this size but lies below $K^*/2=10.9$ N/m, because in the open channels of this pair the substrate waves lie low in their band and their cotangent is well above one. The masses matter too: where the open waves are long in one crystal, its cotangent is larger and the half-maximum moves to a softer bond.

Cold interfaces carry long waves, for which $A_j\propto1/\omega$ at fixed angle. Thermal frequencies scale with $T$, so $\tau$ depends on the bond through the product $T\Delta$. The excess compliance at half maximum must then vary as $1/T$. Between 3 and 6 K it changes by a factor of 2.01. At 20 K the half-maximum is already at 4.9 N/m, against 8.4 N/m at 300 K. The fall beyond the peak also shrinks: the rigid limit is 88\% of the maximum at 20 K and 68\% at 300 K. Long waves hardly notice whether one bond is normal or rigid.

\section{Weighing the contributions}

Suppose first that every film wave crossed. The conductance would be 1092 MW/(m$^2$ K), the ballistic limit of the film. The three contributions enter as successive factors: open channels, partial reflection at $K^*$, and the bond. For 2 N/m,
\begin{equation}
1092\times0.073\times0.865\times0.049
=3.4\ \mathrm{MW/(m^2\,K)}.
\end{equation}
At $K^*$ the last factor is one and 69 MW/(m$^2$ K) remains. Bulk mismatch does set this ceiling, but mostly by closing channels. Partial reflection in the open ones costs 13.5\%.

Removing the mismatch shows what it does not cause. For two identical film crystals $K^*=14$ N/m. The conductance reaches half its maximum at 6.5 N/m, peaks at the full ballistic limit and drops to 54\% of it for a rigid bond. The curve stops rising without any mismatch, because the excess compliance has vanished.

This comparison depends on how the temperature drop is defined. Equation~(\ref{eq:h}) assigns a resistance even to an uninterrupted crystal. One correction takes the local temperature on each side as the mean of those describing its incoming and outgoing waves. For heat flux $q$ this shifts the two temperatures by $q/(2h_1)$ and $q/(2h_2)$ towards each other, where $h_j$ are the ballistic limits:
\begin{equation}
\frac1{h_{\rm loc}}=\frac1h-\frac1{2h_1}-\frac1{2h_2}.
\end{equation}
With $h_2=1930$ MW/(m$^2$ K), the peak of the film on its substrate moves from 69 to 72 MW/(m$^2$ K). For identical crystals $h_{\rm loc}$ diverges at $K=k$, as it should when no interface is left. In that convention mismatch is what keeps the peak finite. The position of the peak is the same in both.

\section{The model beside a real film}

The film's mass, spring and lattice constant are rough titanium-like values; the substrate is a model, not a particular oxide. Measured conductances of metal--insulator interfaces near room temperature are roughly tens to hundreds of MW/(m$^2$ K), and the calculated ceiling lies in that range. The smooth, matched interface is an assumption that matters a great deal. Titanium is hexagonal, and a deposited film is neither matched to an oxide nor atomically smooth. If disorder scatters waves into all channels of equal frequency in proportion to their number, a well-bonded interface gives 223 MW/(m$^2$ K), about three times the smooth ceiling. Disorder opens channels that conservation of in-plane phase had closed.

Inelastic scattering can also help closed waves across. The film's ballistic limit, 1092 MW/(m$^2$ K), shows how much flux is available; it is not a prediction. Electrons add a resistance in series if they carry the heat in the metal and must pass it to the lattice. With isothermal electrons, coupling $g$ and lattice conductivity $\kappa$, the lattice temperature offset $\vartheta$ obeys $\kappa\vartheta''=g\vartheta$. It decays over $\sqrt{\kappa/g}$, which gives a conductance $\sqrt{g\kappa}$. Rough values $g=10^{18}$ W/(m$^3$ K) and $\kappa=5$ W/(m K) give roughly 2000 MW/(m$^2$ K), adding about 3\% to the interface resistance at the peak. The film must be much thicker than the decay length, about 2 nm. The chosen $\kappa$ also implies a phonon mean free path of roughly $3\kappa/(4h_1)\approx3$ nm. Diffusion is a poor description on so short a scale, so the 3\% is only an order of magnitude.

The harmonic assumption requires small bond stretches. Classically, the root-mean-square stretch along one direction is at most $\sqrt{k_BT/K}$, since the other springs can only reduce it. At 300 K this bound is 0.046 nm for 2 N/m, or 18\% of the lattice constant, and 0.014 nm at $K^*$. These are upper bounds, and for a weak bond the actual stretch is much smaller, because the other springs hold the surface atoms in place. How much anharmonicity changes the conductance depends on the potential of the real bond, which this model does not contain.

In this model near room temperature, stiffening the bond pays while $K$ is well below $K^*/2$. Real crystals resist longitudinal and transverse motion differently, so they need not share one $K^*$ for all waves. Once $K^*/2$ is reached, the most it can still gain here is a factor $69/47\approx1.5$, and overshooting $K^*$ gives part of that back. For this pair of crystals, whose open channels already transmit well, a much larger gain requires more open channels, through different bulk spectra or through scattering that this model leaves out. The remaining values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant: 0.26 nm; temperature: 300 K
film: mass 48 u, spring 14 N/m, sound speed 3.45 km/s
substrate: mass 40 u, spring 50 N/m, sound speed 7.13 km/s
impedance ratio substrate/film: 1.725
long-wave normal-incidence ceiling: 0.929
optimum bond K*: 21.88 N/m; K*/2: 10.94 N/m
mode: normal incidence, frequency 2.0 THz
  film: theta 0.9879 rad, A 0.06633 m/N
  substrate: theta 0.4621 rad, A 0.04251 m/N
  K 2.00 N/m: 1/K-1/K* 0.45429 m/N, tau 0.0517
  K 21.88 N/m: 1/K-1/K* 0.00000 m/N, tau 0.9521
  K inf N/m: 1/K-1/K* -0.04571 m/N, tau 0.8093
wave packet, K 5 N/m: tau 0.3108, formula 0.3109
conductance at 300 K:
  K 1.00 N/m: h 0.93 MW/(m2 K), h/h_max 0.013
  K 2.00 N/m: h 3.36 MW/(m2 K), h/h_max 0.049
  K 4.00 N/m: h 11.24 MW/(m2 K), h/h_max 0.163
  K 10.00 N/m: h 42.70 MW/(m2 K), h/h_max 0.620
  K 10.94 N/m: h 47.14 MW/(m2 K), h/h_max 0.684
  K 21.88 N/m: h 68.88 MW/(m2 K), h/h_max 1.000
  K 43.75 N/m: h 60.57 MW/(m2 K), h/h_max 0.879
  K 200.00 N/m: h 49.94 MW/(m2 K), h/h_max 0.725
  K inf N/m: h 47.14 MW/(m2 K), h/h_max 0.684
gain on doubling K from 2 N/m: 3.350
gain on doubling K from K*: 0.879
weak-bond power of K (0.01 to 0.02 N/m): 1.996
K for half maximum: 8.40 N/m at 300 K, 4.88 N/m at 20 K
K for 90% of maximum at 300 K: 15.13 N/m
rigid/maximum at 20 K: 0.882
excess compliance at half maximum, 3 K over 6 K: 2.011
film ballistic limit: 1092.4 MW/(m2 K)
substrate ballistic limit: 1929.6 MW/(m2 K)
open channels, all transmitting: 79.6 MW/(m2 K)
open share of film flux: 0.073
mean transmission of open channels at K*: 0.865
identical film crystals: K* 14.0 N/m, rigid/maximum 0.543
identical film crystals: half maximum at 6.54 N/m
neglected disorder, diffuse estimate: 223.0 MW/(m2 K)
maximum with local temperature drop: 72.5 MW/(m2 K)
maximum at 400 K: 69.63 MW/(m2 K)
rough electron-phonon coupling 1e+18 W/(m3 K), lattice conductivity 5 W/(m K)
electron-phonon series conductance: 2236 MW/(m2 K)
its share of added resistance at maximum: 0.031
thermal stretch bound, K 2 N/m: 0.0455 nm, 0.175 of lattice constant
thermal stretch bound, K*: 0.0138 nm
\end{verbatim}
